# Valley Cooperons and the three-term magnetoconductance of graphene

Anyone who extracts a dephasing time from the low-field magnetoconductance of graphene must first decide how many interference modes to keep. One mode gives the curve of an ordinary metal. Four modes can reverse its sign. The choice depends on how the intervalley time $\tau_i$ and the intravalley symmetry-breaking time $\tau_*$ compare with the dephasing time $\tau_\phi$.

## Model and reversed paths

Set $\hbar=1$ until the magnetic field enters. In the basis $(A_K,B_K,B_{K'},-A_{K'})$, with $\sigma$ acting on pseudospin and $\tau_l$ on the valley,

$$H=v\,\boldsymbol\sigma\!\cdot\!\mathbf p-\mu\tau_z[\sigma_x(p_x^2-p_y^2)-2\sigma_yp_xp_y]+u_0(\mathbf r)+\sum_{s,l=x,y,z}u_{sl}(\mathbf r)\sigma_s\tau_l. \tag{1}$$

The potentials are independent white noise with variances $W$ and $w_{sl}$. The scalar part dominates, $w_{sl}\ll W$. Lattice translations rotate $\tau_x$ into $\tau_y$, so $w_{sx}=w_{sy}$. We assume $E_F\tau\gg1$ and neglect spin-orbit coupling.

Time reversal is $T=\tau_y\sigma_y\mathcal K$, with $\mathcal K$ complex conjugation. It flips $\boldsymbol\sigma$, $\boldsymbol\tau$ and $\mathbf p$, preserves (1), and has $T^2=+1$. With scalar disorder and no warping there is a second symmetry within one valley, $T'=i\sigma_y\mathcal K$, with $T'^2=-1$.

Let $M$ be the amplitude operator of a scattering path. The reversed path has $M_{\rm rev}=\Theta M^\dagger\Theta^{-1}$, where $\Theta$ is $T$ or $T'$. Since $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$ and $\Theta^{-1}=\Theta^2\Theta$, where $\Theta^2=\pm1$ is a number,

$$\langle\Theta\psi|M_{\rm rev}|\psi\rangle=\langle\Theta^{-1}\psi|M|\psi\rangle=\Theta^2\langle\Theta\psi|M|\psi\rangle. \tag{2}$$

Backscattering within a valley is therefore destructive under $T'$. Return to the true time-reversed state, in the other valley, is constructive. A test with four random scatterers gave amplitude ratios $-1.000$ for scalar disorder and $+1.000$ for all terms of disorder in (1).

## Pseudospin selects four Cooperons

Let $\nu=E_F/(2\pi v^2)$ be the density of states per spin and valley, and $P_\varphi=\frac12(1+\sigma_x\cos\varphi+\sigma_y\sin\varphi)$ the conduction-band projector. Its angular average is $\frac12$, so each disorder term scatters out at the golden-rule rate $2\pi\nu w_{sl}\cdot\frac12$:

$$\frac1{\tau_{sl}}=\pi\nu w_{sl},\qquad \frac1\tau=\pi\nu W_{\rm tot},\qquad W_{\rm tot}=W+\sum_{sl}w_{sl}. \tag{3}$$

Near the Fermi surface $G^{R,A}=P_\varphi/(-\xi\pm i/2\tau)$, with $\xi=vp-E_F$.

In a maximally crossed diagram the trace reads the impurities in the same order along both Green functions. The crossed series is thus an ordinary matrix product in pair space,

$$\Gamma=\mathcal W(1-\Pi\mathcal W)^{-1},\qquad \mathcal W=W+\sum_{sl}w_{sl}(\sigma_s\tau_l)\otimes(\sigma_s\tau_l), \tag{4}$$

where $\Pi(\mathbf q)=\sum_{\mathbf p}G^R(\mathbf p)\otimes G^A(\mathbf q-\mathbf p)$. The second energy is $\xi-X/\tau$, with $X=v\tau q\cos\varphi$ for $\mathbf q$ along $x$. Closing the $\xi$ contour on one pole gives

$$\Pi(\mathbf q)=2\pi\nu\tau\left\langle\frac{P_\varphi\otimes P_{\varphi+\pi}}{1+iX}\right\rangle_\varphi . \tag{5}$$

At $q=0$ the angular average gives

$$W_{\rm tot}\Pi(0)=\tfrac12\left[1-\tfrac12(\sigma_x\otimes\sigma_x+\sigma_y\otimes\sigma_y)\right]. \tag{6}$$

On the pseudospin singlet both products equal $-1$, and the eigenvalue is 1. On $\uparrow\uparrow\pm\downarrow\downarrow$ they cancel, giving $\frac12$. On $\uparrow\downarrow+\downarrow\uparrow$ both are $+1$, giving 0. An eigenvalue of 1 makes (4) diverge. Hence 12 of the 16 Cooperons decay within a time of order $\tau$. The four with a pseudospin singlet, one for each valley pair state, survive.

To find their diffusion constant, write $P_\varphi\otimes P_{\varphi+\pi}=|w\rangle\langle w|$ with

$$|w\rangle=\tfrac12(1,-e^{i\varphi},e^{i\varphi},-e^{2i\varphi}) \tag{7}$$

in the order $\uparrow\uparrow,\uparrow\downarrow,\downarrow\uparrow,\downarrow\downarrow$. For $|s\rangle=(\uparrow\downarrow-\downarrow\uparrow)/\sqrt2$ this gives $\langle s|w\rangle=-e^{i\varphi}/\sqrt2$. Expand $1/(1+iX)\simeq1-iX-X^2$ in $\mathcal M=1-W_{\rm tot}\Pi$:

$$\mathcal M_{ss}=\langle X^2\rangle=\tfrac12v^2\tau^2q^2,\qquad \mathcal M_{s,\uparrow\uparrow}=-\mathcal M_{s,\downarrow\downarrow}=-\frac{iv\tau q}{2\sqrt2}. \tag{8}$$

The transposed elements are the same, and the two triplets have $\mathcal M_{tt}=\frac12$. Eliminating them yields

$$\mathcal M_{ss}-\sum_t\frac{\mathcal M_{st}\mathcal M_{ts}}{\mathcal M_{tt}}=\tfrac12v^2\tau^2q^2+2\cdot2\cdot\tfrac18v^2\tau^2q^2=\tau Dq^2,\qquad D=v^2\tau. \tag{9}$$

The transport rate weights the scattering probability $\cos^2(\delta/2)$ by $1-\cos\delta$. Its average is $\frac14$ instead of $\frac12$, so $\tau_{tr}=2\tau$ and $D=v^2\tau_{tr}/2$.

## Valley gaps

Represent a valley pair state by its matrix of amplitudes $\Psi$: the singlet is $i\tau_y$ and the triplets are $\tau_Li\tau_y$, with $L=x,y,z$. Using $\tau_y\tau_l^{\mathsf T}\tau_y=-\tau_l$,

$$(\tau_l\otimes\tau_l)\Psi=\tau_l\Psi\tau_l^{\mathsf T}=-\tau_l\tau_L\tau_l\,i\tau_y\equiv\epsilon_{lL}\Psi, \tag{10}$$

where $\tau_0=1$ for the singlet. Thus $\epsilon_{l0}=-1$ for every $l$, while $\epsilon_{lL}=-1$ for $l=L$ and $+1$ for the other two. On the pseudospin singlet $\sigma_s\otimes\sigma_s=-1$ and $\Pi(0)=\pi\nu\tau$. The gap $\Gamma_L$ is therefore out-scattering minus in-scattering:

$$\tau\Gamma_L=1-\pi\nu\tau\Big(W-\sum_{sl}w_{sl}\epsilon_{lL}\Big)\ \Rightarrow\ \Gamma_L=\sum_{sl}\frac{1+\epsilon_{lL}}{\tau_{sl}}. \tag{11}$$

The matrices $\tau_{x,y}$ change valley and $\tau_z$ does not. Define $1/\tau_i=\sum_s(1/\tau_{sx}+1/\tau_{sy})$ and $1/\tau_z=\sum_s1/\tau_{sz}$. Disorder then gives $\Gamma_0=0$, $\Gamma_z=2/\tau_i$ and $\Gamma_x=\Gamma_y=1/\tau_i+2/\tau_z$.

Warping adds to the last pair. Its expectation value in valley $K$ is

$$-\mu p^2(\cos2\varphi\cos\varphi-\sin2\varphi\sin\varphi)=-\mu p^2\cos3\varphi, \tag{12}$$

with the opposite sign in $K'$. States $\mathbf p$ and $-\mathbf p$ in the same valley differ in energy by $|\Omega|=2\mu p^2|\cos3\varphi|$. In opposite valleys they are degenerate. The $x$ and $y$ triplets consist of same-valley pairs, because $\tau_xi\tau_y$ and $\tau_yi\tau_y$ are diagonal. For them $X\to X\pm\Omega\tau$ in (5). At $q=0$ the linear average vanishes, as does the coupling $\langle\Omega e^{\pm i\varphi}\rangle$ to the pseudospin triplets. What remains is $\tau\Gamma=\tau^2\langle\Omega^2\rangle$, hence

$$\frac1{\tau_w}=2\tau(\mu p^2)^2,\quad \frac1{\tau_*}=\frac2{\tau_z}+\frac1{\tau_w},\quad \Gamma_x=\Gamma_y\equiv\Gamma_{xy}=\frac1{\tau_i}+\frac1{\tau_*}. \tag{13}$$

These are leading-order results in weak symmetry breaking. They were tested on the full $16\times16$ matrix with $v\tau q=0.02$, $\mu p^2\tau=0.012$ and each $w_{sl}/W_{\rm tot}$ between $1\times10^{-4}$ and $5\times10^{-4}$. For the valley states $0,x,y,z$ it gave $\tau(Dq^2+\Gamma_L)=(0.398,4.084,4.084,4.397)\times10^{-3}$. The formulas give $(0.400,4.088,4.088,4.400)\times10^{-3}$.

## Sign and size of the conductivity correction

Dephasing is added as a common rate $1/\tau_\phi$. From (4), with $W\simeq1/(\pi\nu\tau)$, each surviving mode has

$$\Gamma^{(L)}=\frac{C_L}{\pi\nu\tau^2},\qquad C_L=\frac1{Dq^2+\Gamma_L+1/\tau_\phi}. \tag{14}$$

The Kubo formula is $\sigma=(e^2/2\pi)\sum{\rm Tr}[v_xG^Rv_xG^A]$. Ladder corrections replace one current vertex $v\sigma_x$ by $cv\sigma_x$. As $W\sum G^A\sigma_xG^R=W\,2\pi\nu\tau\langle\cos\varphi P_\varphi\rangle=\frac12\sigma_x$, we have $c=1+c/2=2$. In the crossed diagram both vertices are dressed.

Let $J=cv\sigma_x$, $X_{\mathbf p}=G^AJG^R$ and $Y_{\mathbf p}=G^RJG^A$, all at momentum $\mathbf p$. For $\Gamma=\sum A\otimes B$, closing the diagram gives

$$\sum{\rm Tr}[X_{\mathbf p}A\,Y_{-\mathbf p}B]={\rm Tr}[S(X_{\mathbf p}\otimes Y_{-\mathbf p})\Gamma], \tag{15}$$

where $S$ exchanges the two particles. It is $+1$ on triplets and $-1$ on singlets, separately for pseudospin and valley. For real spin its trace is $3-1=2$.

In the bare diagram the two velocities are opposite, $\int d\xi\,(\xi^2+1/4\tau^2)^{-2}=4\pi\tau^3$, and $|\langle s|w\rangle|^2=\frac12$. Including $S=-1$ for the pseudospin singlet, its weight is

$$h_a=c^2v^2\nu\,4\pi\tau^3\langle\cos^2\varphi\rangle\tfrac12=4\pi\nu v^2\tau^3. \tag{16}$$

Two further diagrams have the same order. In one, an extra impurity line on the retarded side encloses the crossed part. It changes the momentum from $\mathbf p$ to $\mathbf p'$ before that part and from $-\mathbf p$ to $-\mathbf p'$ after it. The pair operator factorizes into

$$W\Big[\sum_{\mathbf p}X_{\mathbf p}\otimes G^R_{-\mathbf p}\Big]\Big[\sum_{\mathbf p'}G^R_{\mathbf p'}\otimes Y_{-\mathbf p'}\Big]. \tag{17}$$

Each radial integral is $\int d\xi\,(-\xi-i/2\tau)(\xi^2+1/4\tau^2)^{-2}=-2\pi i\tau^2$. Let $\mathcal A=\langle\cos\varphi\,P_\varphi\otimes P_{\varphi+\pi}\rangle$. By (7), $\mathcal A|s\rangle$ has components $\mp1/(4\sqrt2)$ on $\uparrow\uparrow$ and $\downarrow\downarrow$, so $\langle s|\mathcal A^2|s\rangle=1/16$. The velocity at $-\mathbf p'$ supplies a minus sign, $(-2\pi i)^2$ another, and $S$ a third:

$$h_b=-W\nu^2c^2v^2\,4\pi^2\tau^4\cdot\tfrac1{16}=-\pi\nu v^2\tau^3. \tag{18}$$

The advanced partner has conjugate radial integrals and the same weight. The total is $h=h_a+2h_b=2\pi\nu v^2\tau^3$. A numerical evaluation with both bands at $E_F\tau=300$ gave, in units of this $h$, $1.995$, $-0.499$ and $-0.499$, with sum $0.998$.

From (14), $h\Gamma^{(L)}=2DC_L$. Multiplying by the spin factor 2, the Kubo prefactor and the valley sign gives, with $\hbar$ restored,

$$\delta\sigma=\frac{2e^2D}{\pi\hbar}\int\!\frac{d^2q}{(2\pi)^2}\,[C_x+C_y+C_z-C_0]. \tag{19}$$

The valley singlet localizes and the valley triplets antilocalize.

## Magnetic field

A Cooperon carries charge $2e$. A perpendicular field replaces $Dq^2$ by $\omega_B(n+\frac12)$, with $\omega_B=4eDB/\hbar$ and $eB/(\pi\hbar)$ states per unit area. Let $\gamma_j$ be the total decay rate of a mode, $z=\omega_B/\gamma_j$, and cut off both sums at the same rate $\Lambda=N\omega_B$. For one mode, the change of $D\int d^2q\,C_j/(2\pi)^2$ is

$$\frac1{4\pi}\left[\sum_{n=0}^{N-1}\frac1{n+\frac12+1/z}-\ln\frac{\Lambda}{\gamma_j}\right]\to\frac1{4\pi}\left[\ln N-\psi\!\left(\tfrac12+\tfrac1z\right)-\ln(Nz)\right]=-\frac{F(z)}{4\pi}, \tag{20}$$

where $F(z)=\ln z+\psi(\frac12+1/z)$ and $\psi$ is the digamma function. The cutoff drops out for $N\gg1$. Inserted in (19), this is McCann's formula,

$$\boxed{\Delta\sigma(B)=\frac{e^2}{\pi h}\left[F\!\left(\frac B{B_0}\right)-F\!\left(\frac B{B_z}\right)-2F\!\left(\frac B{B_{xy}}\right)\right],\quad B_j=\frac{\hbar\gamma_j}{4eD}} \tag{21}$$

$$\gamma_0=\frac1{\tau_\phi},\qquad \gamma_z=\frac1{\tau_\phi}+\frac2{\tau_i},\qquad \gamma_{xy}=\frac1{\tau_\phi}+\frac1{\tau_i}+\frac1{\tau_*}. \tag{22}$$

Here $\Delta\sigma=\sigma(B)-\sigma(0)$. Note that $\tau_*$ excludes the intervalley rate.

## When the sign changes

For small $z$, $\psi(\frac12+1/z)\simeq-\ln z+z^2/24$, so $F\simeq z^2/24$. With $x=\tau_\phi/\tau_i$ and $y=\tau_\phi/\tau_*$,

$$\Delta\sigma\simeq\frac{e^2}{\pi h}\frac{B^2}{24B_0^2}\,\kappa,\qquad \kappa=1-\frac1{(1+2x)^2}-\frac2{(1+x+y)^2}. \tag{23}$$

At $x=0$, $\kappa=-2/(1+y)^2<0$: antilocalization. Both subtracted terms decrease with $x$, and $\kappa\to1$ as $x\to\infty$. At fixed finite $y$ there is thus one crossing to positive magnetoconductance. For $y=0$ it lies at $x=0.591$.

Intravalley symmetry breaking alone does not produce this crossing. If $1/\tau_i=0$, the first two terms of (21) cancel and $\Delta\sigma=-2(e^2/\pi h)F(B/B_{xy})$. A large $1/\tau_*$ makes this small at a given field but leaves it negative. Intervalley scattering is needed because it gaps the $z$ triplet that otherwise cancels the singlet.

For $\tau_i\ll\tau_\phi$ and $B\ll B_z,B_{xy}$ only the first term matters. This is the curve of an ordinary spin-degenerate metal, without a valley factor. At $B\gg B_{xy},B_z$, $F\simeq\ln z+\psi(\frac12)$ and the slope is $d\Delta\sigma/d\ln B=-2e^2/(\pi h)$: the triplets return. If their gaps approach $1/\tau$, that range lies outside diffusion theory and ordinary localization fills the diffusive field range. In the sharp and oxide examples below, the slope has reached less than half of $-2e^2/(\pi h)$ at the diffusive limit.

## Numbers for a sheet at 4 K

Take $n=5\times10^{11}$ cm$^{-2}$, mobility $10^4$ cm$^2$/Vs and $\tau_\phi=10$ ps, all rough typical values. With $v=10^6$ m/s these give $E_F=0.0825$ eV, $\tau_{tr}=0.0825$ ps, $D=412$ cm$^2$/s and

$$B_0=\frac{6.58\times10^{-16}\ \text{V s}}{4(0.0412\ \text{m}^2/\text{s})(10^{-11}\ \text{s})}=0.40\ \text{mT}.$$

Expanding the nearest-neighbour tight-binding band to second order in momentum gives $\mu p^2=\hbar vk_F^2a/(4\sqrt3)$, with lattice constant $a=0.246$ nm. This is 0.37 meV, and (13) then gives $\tau_w=39$ ps. That is a leading-order value: $E_F\tau/\hbar$ is only about 5 here, so corrections of relative order $\hbar/(E_F\tau)$, about 20%, are to be expected. Their size also depends on how the disorder falls off at large momentum transfer. Three choices of disorder are compared at fixed $D$ and $\tau_\phi$:

| Case | $\tau_i,\tau_z$ (ps) | $B_z,B_{xy}$ (mT) | $\kappa$ | $\Delta\sigma$ at 1, 3, 10 mT (µS) |
|---|---|---|---|---|
| smooth | 300, 20 | 0.43, 0.91 | −0.26 | −0.88, −5.3, −19.6 |
| sharp | 1, 20 | 8.4, 4.9 | 0.98 | 1.9, 6.9, 14.2 |
| oxide | 3, 1 | 3.1, 9.8 | 0.98 | 1.9, 6.8, 14.0 |

The table evaluates (21), which keeps only the $q^2$ term of each Cooperon. Keeping its full momentum dependence, with the current weight $h$ held at its $q=0$ value, reduces the magnitudes by 11–15% in the smooth row and by up to about 4% in the other two, without changing any sign.

For the sharp case at 3 mT, (21) reads $12.33\,[0.592-0.005-2(0.015)]=6.9$ µS. The singlet alone gives 7.3 µS, and the triplets subtract 0.4 µS. Between the first two rows $\tau_z$ is also fixed, so the reversal comes from $\tau_i$. At $\tau_z=20$ ps, (23) puts the low-field sign change at $\tau_i=82$ ps, far longer than the elastic time and about eight times $\tau_\phi$; terms beyond $q^2$ in the Cooperon lengthen this by about 10%. Here $1/\tau_*$ already suppresses the $x$ and $y$ triplets, whose share of $\kappa$ is about $-0.35$, so a small gap of the $z$ triplet is enough to change the sign.

In the sharp case $\Delta\sigma$ peaks near 19 mT and then falls. The diffusive limit $\hbar/(4eD\tau_{tr})$ is 48 mT, so the peak position is only an estimate: terms beyond $q^2$ in the Cooperon flatten the maximum and move it to roughly 30 to 35 mT, depending on how the gaps are included.

The zero-field correction needs separate reading. Cutting (19) at $1/\tau$ gives, to logarithmic accuracy,

$$\delta\sigma(0)\simeq\frac{e^2}{\pi h}\ln\frac{\gamma_0}{\tau^2\gamma_z\gamma_{xy}^2}. \tag{24}$$

This is $+36$ µS in the sharp case, despite its positive magnetoconductance, and $+114$ µS in the smooth one. Halving the cutoff lowers both values by about 15–17 µS, so they indicate the sign and rough size only. The short-lived triplets still contribute a positive background, which hardly responds to weak fields. "Ordinary localization" here describes the low-field response; a negative total also requires, to the same logarithmic accuracy, $\tau^2\gamma_z\gamma_{xy}^2>\gamma_0$.

The oxide row uses rough values for supported sheets; the smooth row has symmetry-breaking times far longer than those. Real sheets break the assumption of uniform density. Puddles of roughly $10^{11}$ cm$^{-2}$ shift $E_F$ by 10%. At fixed mobility $D\propto E_F$, so at fixed decay rates each $B_j$ shifts by about 10% and $\Delta\sigma$ by about 20% in the limit $B\ll B_0$, less at the fields of the table. In the smooth row the decay rates are not fixed: the warping rate grows as $E_F^5$ at fixed mobility. At the fields of the table this offsets roughly three quarters of the shift where $E_F$ rises and somewhat less than half of it where $E_F$ falls. Charged impurities are not white noise. The time $\tau$ in the warping rate (13) then becomes the relaxation time of $\cos3\varphi$. For Thomas–Fermi screening with a Coulomb coupling constant of 0.9, this lengthens $\tau_w$ from 39 to about 46 ps at fixed mobility. The expansion parameter $1/(k_Fl)$, with $l=v\tau_{tr}$, is 0.10. The classical magnetoconductance is about −0.08 µS at 10 mT, and a rough Rashba energy of 0.01 meV gives a spin rate far below $1/\tau_\phi$. The electron-electron interaction correction is of order $(e^2/\pi h)\ln(\hbar/k_BT\tau_{tr})$, about 40 µS, larger than the signals in the table. Using (21) assumes that its field dependence is negligible. This is least safe at 10 mT, because the Cooper-channel part varies on the field scale $\pi k_BT/(2eD)$, about 13 mT here. The numerical output lists the remaining values.

## Computed values

```
path ratio, scalar disorder / all disorder: -1.000 / 1.000
pseudospin ladder eigenvalues: [1.  0.5 0.5 0. ]
valley swap signs (0,x,y,z): [-1.  1.  1.  1.]
16x16 gaps*tau (0,x,y,z): 3.982e-04 4.084e-03 4.084e-03 4.397e-03
formula gaps*tau        : 4.000e-04 4.088e-03 4.088e-03 4.400e-03
current vertex factor: 1.998
Hikami boxes bare, R, A, total: 1.995 -0.499 -0.499 0.998
F at z=0.5,2.5,10 lattice: 0.0099 0.1610 0.7613
F at z=0.5,2.5,10 formula: 0.0100 0.1614 0.7620
density: 5.00e+11 cm^-2; mobility: 10000 cm2/Vs
velocity: 1.00e+06 m/s; lattice constant: 0.246 nm
temperature: 4.0 K; tau_phi: 10.0 ps
Fermi energy: 0.0825 eV; kF: 0.1253 nm^-1
tau_tr: 0.0825 ps; tau: 0.0412 ps
D: 412.5 cm2/s; mean free path: 82.5 nm
dephasing length: 642 nm
Drude sigma: 801.1 uS; e^2/(pi h): 12.331 uS
hopping: 3.090 eV; mu p^2: 0.3671 meV
warping time tau_w: 39.0 ps
smooth: tau_i 300.0, tau_z 20.0, tau_* 7.958 ps
smooth: B0, Bz, Bxy = 0.399, 0.426, 0.914 mT
smooth: dsigma at 0.3, 1, 3, 10 mT = -0.078, -0.879, -5.344, -19.583 uS
smooth: low-field coefficient -0.2603 (single ordinary mode = 1)
smooth: zero-field correction, log accuracy: 114.2 uS
sharp: tau_i 1.0, tau_z 20.0, tau_* 7.958 ps
sharp: B0, Bz, Bxy = 0.399, 8.378, 4.890 mT
sharp: dsigma at 0.3, 1, 3, 10 mT = 0.263, 1.947, 6.867, 14.215 uS
sharp: low-field coefficient 0.9844 (single ordinary mode = 1)
sharp: zero-field correction, log accuracy: 36.1 uS
oxide: tau_i 3.0, tau_z 1.0, tau_* 0.494 ps
oxide: B0, Bz, Bxy = 0.399, 3.059, 9.810 mT
oxide: dsigma at 0.3, 1, 3, 10 mT = 0.262, 1.933, 6.767, 13.983 uS
oxide: low-field coefficient 0.9797 (single ordinary mode = 1)
oxide: zero-field correction, log accuracy: 31.3 uS
sharp, 3 mT: F0, Fz, Fxy = 0.5917 0.0052 0.0148
critical tau_i at tau_z = 20 ps: 82.1 ps
critical tau_phi/tau_i with 1/tau_* = 0: 0.5911
sharp: turnover field 18.6 mT, dsigma there 15.78 uS
limit of diffusive theory hbar/(4eD tau_tr): 48.4 mT
neglected: 1/(kF l) = 0.097
neglected: kT/EF = 0.0042
neglected: classical sigma*(mobility*B)^2 at 3 mT, 10 mT = 0.0072, 0.0801 uS
neglected: puddles of 1e+11 cm^-2 shift EF by 10 %
neglected: Rashba 0.01 meV gives rate 3.8e-05 /ps; 1/tau_phi = 0.10 /ps
neglected: interaction correction, order of size 39 uS
```
